# Heavy-lepton loop in a light lepton's anomalous magnetic moment

## Problem

A lepton of mass $m$ has the anomaly $a=(g-2)/2$. A second lepton, of mass $M\gg m$ and the same charge, contributes through vacuum polarization. Show that, to leading order in $m/M$, the contribution at order $\alpha^2$ is

$$a_{\rm heavy}=\frac1{45}\left(\frac mM\right)^2\left(\frac\alpha\pi\right)^2 ,$$

and evaluate it for the muon loop in the electron and the tau loop in the muon.

**Conventions.** The metric is $(+,-,-,-)$, $e^2=4\pi\alpha$, and $e$ is the charge measured at zero momentum transfer. For incoming momentum $p$, outgoing $p'$ and $q=p'-p$, the vertex is $\Gamma^\mu=F_1\gamma^\mu+F_2\,i\sigma^{\mu\nu}q_\nu/(2m)$, with $a=F_2(0)$. Only the heavy loop is treated; all other contributions to $a$ are left out.

## Hints

1. Find the one-loop anomaly when the photon has a mass $\mu$. How does it behave for $\mu\gg m$?
2. Find the heavy loop's correction to the photon propagator, subtracted at zero momentum.
3. Write that correction as a sum of massive propagators, so that part 1 can be used under the sum.
4. Bound the logarithm with $\ln(1+y)<y$ for $y>0$.

## Solution

### Which diagrams count

At order $\alpha^2$ a closed heavy loop can be attached in several ways. On the external photon line it gives a factor that vanishes at $q^2=0$ after charge renormalization. A loop joined to one photon or to three photons vanishes, because charge conjugation reverses the sign of each photon coupling. In the photon line of the self-energy on an external lepton leg, the loop shifts the mass, which is absorbed in the physical $m$, and rescales the external spinor. The rescaling multiplies the tree vertex $\gamma^\mu$ and so affects $F_1$ alone. There remains the loop inserted in the internal photon line of the one-loop vertex.

### 1. Anomaly from a photon of mass $\mu$

Let $k$ and $k'=k+q$ be the internal lepton momenta. The Feynman rules give

$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{N^\mu}{(k^2-m^2)(k'^2-m^2)[(p-k)^2-\mu^2]},$$

$$N^\mu=\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu ,$$

where the prefactor is $(-i)(-ie)^2(i)^2=-ie^2$. Photon terms proportional to $l_\nu l_\rho$, with $l=p-k$, do not affect $F_2$. Indeed $(\not k+m)\not l\,u=(\not k+m)(m-\not k)u=(m^2-k^2)u$, which cancels a lepton denominator; the same happens on the left, leaving a multiple of $\gamma^\mu$.

Combine the denominators with Feynman parameters $\xi+\eta+\zeta=1$, attached in the order written. The shift is $k=\ell+\kappa$ with $\kappa=\zeta p-\eta q$. Using $p\cdot q=-q^2/2$, the combined denominator is $(\ell^2-\Delta)^3$ with

$$\Delta=(1-\zeta)^2m^2-\xi\eta q^2+\zeta\mu^2 .$$

**Numerator.** The contraction identities in four dimensions give

$$N^\mu=-2\not k\gamma^\mu\not k'+4m(k+k')^\mu-2m^2\gamma^\mu .$$

Terms linear in $\ell$ integrate to zero. The quadratic term is proportional to $\gamma^\alpha\gamma^\mu\gamma_\alpha$, hence to $\gamma^\mu$. It carries the ultraviolet divergence and affects $F_1$ alone. For the rest, write

$$\kappa=(1-\xi)p-\eta p',\qquad \kappa'=\kappa+q=(1-\eta)p'-\xi p .$$

Between spinors, $\not p u=mu$ and $\bar u'\not p'=m\bar u'$, so anticommutation gives, up to multiples of $\gamma^\mu$,

$$\not p\gamma^\mu\to2p^\mu,\quad \gamma^\mu\not p'\to2p'^\mu,\quad \not p\gamma^\mu\not p'\to2m(p+p')^\mu .$$

The last follows from $\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu(2p\cdot p'-\not p'\not p)$. Therefore

$$\not\kappa\gamma^\mu\not\kappa'\to2m(1-\xi)(1-\eta)(p+p')^\mu-2m\xi(1-\xi)p^\mu-2m\eta(1-\eta)p'^\mu .$$

Also $\kappa+\kappa'=(1-2\xi)p+(1-2\eta)p'$. In $N^\mu$ the coefficient of $p^\mu$ is thus

$$4m\left[-(1-\xi)(1-\eta)+\xi(1-\xi)+1-2\xi\right],$$

and that of $p'^\mu$ follows by $\xi\leftrightarrow\eta$. Since $\Delta$ is symmetric under this exchange, both may be replaced by their average:

$$2m\left[-2(1-\xi)(1-\eta)+\xi(1-\xi)+\eta(1-\eta)+2-2\xi-2\eta\right]$$
$$=2m\left[(\xi+\eta)-(\xi+\eta)^2\right]=2m\zeta(1-\zeta).$$

So $N^\mu\to2m\zeta(1-\zeta)(p+p')^\mu$. With $i\sigma^{\mu\nu}q_\nu=-\tfrac12[\gamma^\mu,\not q]$, the same spinor rules (now keeping the $\gamma^\mu$ terms) give the Gordon identity $(p+p')^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$. The $\sigma$ part of $N^\mu$ is then $-4m^2\zeta(1-\zeta)$ times $i\sigma^{\mu\nu}q_\nu/(2m)$.

**Momentum integral.** Rotation to Euclidean momentum gives

$$\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}=-i\int_0^\infty\!\frac{\ell_E^3\,d\ell_E}{8\pi^2(\ell_E^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}.$$

Including the factor 2 from the Feynman formula, the overall factor is $(-ie^2)(2)(-i/32\pi^2\Delta)=-e^2/(16\pi^2\Delta)$. At $q^2=0$ the integral over $\xi$ at fixed $\zeta$ gives $1-\zeta$. With $e^2=4\pi\alpha$ and $x=1-\zeta$,

$$a_1(\mu^2)=\frac\alpha\pi\int_0^1dx\,\frac{x^2(1-x)}{x^2+(1-x)\mu^2/m^2}.\tag{1}$$

For $\mu=0$ the integral is $\int_0^1(1-x)dx=1/2$, which is the Schwinger term $\alpha/2\pi$. For $\mu\gg m$ the second term dominates the denominator except close to $x=1$, and $a_1\simeq(\alpha/\pi)\,m^2/(3\mu^2)$.

### 2. The heavy loop

The polarization tensor, with a minus sign for the closed fermion loop, is

$$i\Pi^{\mu\nu}(k)=-e^2\!\int\!\frac{d^dl}{(2\pi)^d}\frac{{\rm Tr}[\gamma^\mu(\not l+M)\gamma^\nu(\not l+\not k+M)]}{(l^2-M^2)[(l+k)^2-M^2]} .$$

In dimensional regularization it is transverse: writing $\not k=(\not l+\not k-M)-(\not l-M)$ in $k_\mu\Pi^{\mu\nu}$ gives two integrals that differ by a shift of $l$ and cancel. Hence $\Pi^{\mu\nu}=(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi(k^2)$, and the $k^\mu k^\nu$ term suffices to find $\Pi$.

Use one Feynman parameter $z$, set $w=z(1-z)$, and shift $l=L-zk$. The denominator becomes $(L^2-D)^2$ with $D=M^2-wk^2$. The trace contains $4[l^\mu(l+k)^\nu+l^\nu(l+k)^\mu]$, whose $k^\mu k^\nu$ part is $-8w\,k^\mu k^\nu$; its remaining terms are proportional to $g^{\mu\nu}$ or integrate to such terms. Comparing coefficients,

$$i\Pi(k^2)=-8e^2\int_0^1dz\,w\,I(D),\qquad I(D)=\int\!\frac{d^dL}{(2\pi)^d}\frac1{(L^2-D)^2}.$$

The divergence of $I$ does not depend on $D$. Its derivative is finite and uses the integral of part 1: $dI/dD=2(-i/32\pi^2D)=-i/(16\pi^2D)$. Thus $I(D)-I(M^2)=-(i/16\pi^2)\ln(D/M^2)$. Because $e$ is the charge at zero momentum, $\Pi(0)$ is subtracted:

$$\hat\Pi(k^2)=\Pi(k^2)-\Pi(0)=\frac{2\alpha}\pi\int_0^1dz\,w\ln\!\left(1-\frac{wk^2}{M^2}\right).\tag{2}$$

Inserting the loop between two propagators gives $(-i/k^2)(ik^2\hat\Pi)(-i/k^2)=(-i/k^2)\hat\Pi$, apart from longitudinal terms that do not matter here. The change in the propagator is therefore the factor $\hat\Pi(k^2)$.

### 3. The loop as a sum of massive photons

Direct integration over $s$ shows that

$$\frac1{k^2}\ln\!\left(1-\frac{wk^2}{M^2}\right)=\int_0^1\frac{ds}{s}\,\frac1{k^2-M^2/(sw)} .\tag{3}$$

Each term is a propagator with $\mu^2=M^2/(sw)\ge4M^2$, since $w\le1/4$; these masses start at the threshold for making a heavy pair. All weights are positive. Replacing each propagator by its anomaly (1) gives

$$a_{\rm heavy}=\frac{2\alpha}\pi\int_0^1dz\,w\int_0^1\frac{ds}{s}\,a_1\!\left(\frac{M^2}{sw}\right).$$

Let $r=m/M$ and $t=r^2x^2/(1-x)$. For $\mu^2=M^2/(sw)$ the integrand of (1) is

$$\frac{x^2(1-x)}{x^2+(1-x)/(swr^2)}=(1-x)\frac{swt}{1+swt},$$

and $\int_0^1 (ds/s)\,swt/(1+swt)=\ln(1+wt)$. Hence

$$a_{\rm heavy}=\left(\frac\alpha\pi\right)^2C(r),\quad C(r)=\int_0^1dx(1-x)F(t),\quad F(t)=2\int_0^1dz\,w\ln(1+wt).\tag{4}$$

This is the full mass dependence of the diagram. The light lepton probes the loop at spacelike momentum squared $-tM^2$.

### 4. Heavy-mass limit

From $\ln(1+wt)<wt$ and $\int_0^1w^2dz=\frac13-\frac24+\frac15=\frac1{30}$, we have $F(t)<t/15$. Therefore

$$C(r)<\frac{r^2}{15}\int_0^1dx\,(1-x)\frac{x^2}{1-x}=\frac{r^2}{15}\cdot\frac13=\frac{r^2}{45}.$$

As $r\to0$ at fixed $x<1$, $t\to0$ and $(1-x)F(t)/r^2\to x^2/15$. The same function bounds the integrand for every $r$, so dominated convergence allows the limit inside the integral. Thus $C(r)/r^2\to1/45$, which proves the stated formula.

The factor $1/15$ is the low-momentum slope of the loop, and $1/3$ is the heavy-photon limit of the vertex. The positive sign also has a direct reading: every massive photon in (3) adds positively to $a$.

The leading formula requires $m\ll M$. For a loop lighter than the external lepton, typical $t$ is not small, $F$ grows logarithmically instead of linearly, and $r^2/45$ remains an upper bound but is no longer an approximation.

### 5. Numbers

With $(\alpha/\pi)^2=5.39549\times10^{-6}$, the muon loop in the electron has $(m/M)^2=2.33901\times10^{-5}$:

$$a=\frac{2.33901\times10^{-5}}{45}\times5.39549\times10^{-6}=2.804\times10^{-12}.$$

The tau loop in the muon has $(m/M)^2=3.5359\times10^{-3}$:

$$a=\frac{3.5359\times10^{-3}}{45}\times5.39549\times10^{-6}=4.240\times10^{-10}.$$

The full integral (4) gives $2.804\times10^{-12}$ and $4.213\times10^{-10}$. Relative to it, the leading formula is too large by 0.008 percent and 0.64 percent, in line with the upper bound. These errors concern the mass expansion of this diagram; higher orders in $\alpha$ are a separate omission. The tau values use $M=1776.86$ MeV; its uncertainty of about $0.12$ MeV moves $(m/M)^2$ by about $5\times10^{-7}$ and both tau anomalies by about $6\times10^{-14}$, so their last digit is uncertain by one unit.

Relative to the Schwinger term, the full contributions are $2.4\times10^{-9}$ and $3.6\times10^{-7}$. The leading tau effect in the muon is about 151 times the leading muon effect in the electron, because its squared mass ratio is larger by that factor. The numerical check checks (4) against a separate calculation from the pair-production spectrum.

## Variation 1: the next term in the mass ratio

*Find the correction of order $r^4$.*

Expanding $F$ to order $t^2$ under the integral fails: the term behaves as $1/(1-x)$ near $x=1$ and diverges logarithmically. Put $u=1-x$ and $A=wr^2$. Then $C-r^2/45=2\int_0^1dz\,w\,H(A)$ with

$$H=\int_0^1du\,u\left[\ln\!\left(1+\frac{A(1-u)^2}{u}\right)-\frac{A(1-u)^2}{u}\right].$$

Split at $u=\delta$, where $A\ll\delta\ll1$. For $u>\delta$ the logarithm may be expanded:

$$H_{>}\simeq-\frac{A^2}2\int_\delta^1\frac{(1-u)^4}{u}du\simeq\frac{A^2}2\left(\ln\delta+\frac{25}{12}\right),$$

since $-4+3-\frac43+\frac14=-\frac{25}{12}$. For $u<\delta$ set $(1-u)^2\to1$, $u=A\sigma$ and $S=\delta/A\gg1$. Integration by parts gives

$$\frac{H_<}{A^2}\simeq\int_0^S\!\left[\sigma\ln\!\left(1+\frac1\sigma\right)-1\right]d\sigma$$
$$=\frac{S^2}2\ln\!\left(1+\frac1S\right)+\frac12[S-\ln(1+S)]-S\simeq-\frac14-\frac12\ln S .$$

The neglected pieces are of relative size $\delta$ and $A/\delta$, up to logarithms. In the sum $\delta$ cancels:

$$H\simeq A^2\left(\tfrac12\ln A+\tfrac{19}{24}\right).$$

Two integrals remain. First, $\int_0^1w^3dz=3!\,3!/7!=1/140$. Second, differentiate $\int_0^1z^{b-1}(1-z)^3dz=6/[b(b+1)(b+2)(b+3)]$ with respect to $b$ at $b=4$, and double the result because $\ln w=\ln z+\ln(1-z)$:

$$\int_0^1w^3\ln w\,dz=-\frac2{140}\left(\frac14+\frac15+\frac16+\frac17\right)=-\frac{319}{29400}.$$

Hence

$$C(r)\simeq\frac{r^2}{45}+r^4\left[\frac{\ln r}{70}+\frac{19}{1680}-\frac{319}{29400}\right]=\frac{r^2}{45}+r^4\left[\frac{\ln r}{70}+\frac9{19600}\right].$$

For small $r$ the logarithm is negative and dominates the bracket, so the correction lowers the result. For the tau loop in the muon it changes $4.240\times10^{-10}$ to $4.213\times10^{-10}$, which accounts for nearly all of the 0.64 percent.

## Variation 2: a heavy neutral vector particle

*A vector particle of mass $\mu\gg m$ couples to the light lepton as a photon does, but with strength $g_V$ in place of $e$. Find its contribution to $a$. What $g_V/\mu$ reproduces the leading heavy-loop result?*

Replace $\alpha$ by $g_V^2/(4\pi)$ in the heavy-photon limit of (1):

$$a_V\simeq\frac{g_V^2}{4\pi^2}\,\frac{m^2}{3\mu^2}=\frac{g_V^2m^2}{12\pi^2\mu^2}.$$

Setting this equal to $\alpha^2m^2/(45\pi^2M^2)$ gives

$$\frac{g_V^2}{\mu^2}=\frac{12\alpha^2}{45M^2}=\frac{4\alpha^2}{15M^2}.$$

The mass $m$ has dropped out. At leading order in $m^2/M^2$ and $m^2/\mu^2$, the anomaly therefore cannot distinguish the heavy loop from such a particle, even if several light leptons with the same coupling are compared. The distinction enters through the next terms in the mass ratios, where the spread of masses in (3) matters.

## Table of computed values

```
fine-structure constant alpha = 7.297352564e-03 (dimensionless)
(alpha/pi)^2 = 5.395490e-06 (dimensionless)
Schwinger term alpha/(2 pi) = 1.161410e-03
massless-photon vertex integral = 0.50000000
heavy-photon limit of vertex integral * mu^2/m^2 = 0.333333
loop slope F(t)/t at small t = 0.06666667
product slope * heavy-photon limit = 0.0222222
1/45 = 0.0222222
r^4 constant extracted at r = 0.02: 4.387785e-04
r^4 constant extracted at r = 0.01: 4.532033e-04
9/19600 = 4.591837e-04
--- muon loop in electron (all dimensionless) ---
m/M = 4.836332e-03, relative uncertainty 2.3e-08
(m/M)^2 = 2.339010e-05
leading C = (m/M)^2/45 = 5.197801e-07
full C from integral = 5.197387e-07
anomaly, leading formula = 2.80447e-12
anomaly, with r^4 term = 2.80424e-12
anomaly, full integral = 2.80424e-12
leading/full - 1 = 0.0080 percent
full anomaly / Schwinger term = 2.4145e-09
--- tau loop in muon (all dimensionless) ---
m/M = 5.946350e-02, relative uncertainty 6.7e-05
(m/M)^2 = 3.535908e-03
leading C = (m/M)^2/45 = 7.857573e-05
full C from integral = 7.807572e-05
anomaly, leading formula = 4.23955e-10
anomaly, with r^4 term = 4.21266e-10
anomaly, full integral = 4.21257e-10
leading/full - 1 = 0.6404 percent
full anomaly / Schwinger term = 3.6271e-07
ratio of leading anomalies, tau-in-muon / muon-in-electron = 151.17
```
